# Exciton lines at a dipole-forbidden band edge, derived two ways: a program that tests the result

```python
"""Exciton lines at a dipole-forbidden band edge.

Result under test: if the interband momentum element is hbar*q.k near the edge,
the bound exciton lines in the imaginary dielectric function have areas
  S_n = 8 pi e^2 hbar^4 |q|^2 (n^2-1) / (3 m^2 E_n^2 a^5 n^5),
so only p envelopes absorb and there is no n = 1 line.
Symbols: n principal number, l envelope angular momentum, a exciton Bohr radius,
Ry exciton Rydberg, E_n = Eg - Ry/n^2, q dimensionless coupling vector,
u = r R(r) radial function.  Radial work uses lengths in a and energies in Ry.
The crystal test uses hbar = m = 1.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import (roots_genlaguerre, eval_genlaguerre, gammaln,
                           lpmv, spherical_jn, zeta)

# ---------- prefactor of the dielectric function: Lorentz oscillator ----------
# One charge per unit volume, e = m = hbar = 1, resonance w0, damping g.
w0, g = 1.0, 0.05


def lorentz_moment(w):
    return w * (4 * pi / (w0**2 - w**2 - 1j * g * w)).imag


classical = quad(lorentz_moment, 0, 2, points=[w0], limit=200)[0]
classical += quad(lorentz_moment, 2, np.inf, limit=200)[0]
lower = np.diag(np.sqrt(np.arange(1, 6)), 1)
p_osc = 1j * sqrt(w0 / 2) * (lower.T - lower)
quantum = w0 * 4 * pi**2 / w0**2 * abs(p_osc[1, 0])**2
assert abs(classical / quantum - 1) < 1e-6

# ---------- crystal with inversion symmetry: forbidden matrix element ----------
labels = [(i, j) for i in range(-3, 4) for j in range(-3, 4)]
G = np.array([(i, 1.3 * j) for i, j in labels], float)
fourier = {(1, 0): -0.30, (0, 1): -0.20, (1, 1): -0.12, (1, -1): 0.05, (2, 0): 0.08}
potential = np.zeros((len(G), len(G)))
for s, (i, j) in enumerate(labels):
    for t, (k, l) in enumerate(labels):
        d = (i - k, j - l)
        potential[s, t] = fourier.get(d, fourier.get((-d[0], -d[1]), 0.0))


def bands(k):
    return np.linalg.eigh(np.diag(0.5 * np.sum((G + k)**2, axis=1)) + potential)


E0, U0 = bands(np.zeros(2))
P0 = [U0.T @ (G[:, i, None] * U0) for i in range(2)]
parity = np.array([U0[:, b] @ U0[::-1, b] for b in range(9)])
assert np.allclose(abs(parity), 1, atol=1e-8)
val = 0
same = [b for b in range(1, 8) if parity[b] * parity[val] > 0]
other = [b for b in range(1, 8) if parity[b] * parity[val] < 0]
con = max(same, key=lambda b: min(E0[b] - E0[b - 1], E0[b + 1] - E0[b]))


def interband(k, band):
    """Momentum element between band and val, signs joined smoothly to k = 0."""
    U = bands(k)[1]
    c = U[:, band] * np.sign(U[:, band] @ U0[:, band])
    v = U[:, val] * np.sign(U[:, val] @ U0[:, val])
    return (c * v) @ G


T = np.zeros((2, 2))
for i in range(2):
    for j in range(2):
        for b in range(len(G)):
            if b not in (con, val):
                T[i, j] += P0[j][con, b] * P0[i][b, val] / (E0[con] - E0[b])
                T[i, j] += P0[i][con, b] * P0[j][b, val] / (E0[val] - E0[b])
step = 1e-4
T_exact = np.array([(interband(step * e, con) - interband(-step * e, con)) / (2 * step)
                    for e in np.eye(2)]).T
assert np.max(abs(interband(np.zeros(2), con))) < 1e-10
assert np.max(abs(T - T_exact)) < 1e-3 * np.max(abs(T))
k_test = np.array([0.013, -0.008])
p_plus, p_minus = interband(k_test, con), interband(-k_test, con)
assert np.max(abs(p_plus + p_minus)) < 1e-8 * np.max(abs(p_plus)) + 1e-11

# Narrow even and odd envelopes summed with the exact matrix elements.
pol = int(np.argmax(np.linalg.norm(T, axis=1)))
q2d = T[pol]
q_hat = q2d / np.linalg.norm(q2d)
width = 0.002
axis = np.linspace(-4 * width, 4 * width, 13)
mesh = np.array([(x, y) for x in axis for y in axis])
even = np.exp(-np.sum(mesh**2, axis=1) / (2 * width**2))
even /= np.linalg.norm(even)
odd = (mesh @ q_hat) * even
odd /= np.linalg.norm(odd)
p_forb = np.array([interband(k, con)[pol] for k in mesh])
dark = abs(even @ p_forb) / (even @ abs(p_forb))
assert dark < 1e-6


def envelope_on_line(s):
    return np.sum(odd * np.exp(1j * s * (mesh @ q_hat)))


slope = (envelope_on_line(1.0) - envelope_on_line(-1.0)) / 2.0
by_gradient = 1j * np.linalg.norm(q2d) * np.conj(slope)
by_sum = odd @ p_forb
gradient_error = abs(by_gradient / by_sum - 1)
assert gradient_error < 1e-2
# Contrast: for a band of opposite parity the even envelope is bright.
con_a, pol_a = max(((b, i) for b in other for i in range(2)),
                   key=lambda s: abs(P0[s[1]][s[0], val]))
p_allow = np.array([interband(k, con_a)[pol_a] for k in mesh])
bright = abs(even @ p_allow) / (even @ abs(p_allow))
assert bright > 0.9

# ---------- radial exciton problem by diagonalization in a Laguerre basis ----------
LAM, SIZE = 0.3, 40
ORDER = np.arange(SIZE)


def basis_norm(l):
    return np.exp(0.5 * (np.log(2 * LAM) + gammaln(ORDER + 1)
                         - gammaln(ORDER + 2 * l + 3)))


def basis(l, r):
    """Basis functions for u and their r-derivatives, shape (SIZE, len(r))."""
    x = 2 * LAM * np.atleast_1d(r)[None, :]
    j = ORDER[:, None]
    alpha = 2.0 * l + 2.0
    lag = eval_genlaguerre(j, alpha, x)
    dlag = np.where(j > 0, -eval_genlaguerre(np.maximum(j - 1, 0), alpha + 1, x), 0.0)
    front = basis_norm(l)[:, None] * x**l * np.exp(-x / 2)
    return front * x * lag, 2 * LAM * front * ((l + 1 - x / 2) * lag + x * dlag)


def solve(l):
    x, w = roots_genlaguerre(SIZE + 4, 2.0 * l)
    r = x / (2 * LAM)
    f, df = basis(l, r)
    weight = w * np.exp(x) * x**(-2.0 * l) / (2 * LAM)
    H = (df * weight) @ df.T + (f * weight * (l * (l + 1) / r**2 - 2 / r)) @ f.T
    return np.linalg.eigh((H + H.T) / 2)


def origin_coefficient(l, c):
    """Limit of u / r^(l+1) at r = 0."""
    lag0 = eval_genlaguerre(ORDER, 2.0 * l + 2.0, 0.0)
    return (2 * LAM)**(l + 1) * np.sum(c * basis_norm(l) * lag0)


solution = {l: solve(l) for l in (0, 1, 2)}
for l in (0, 0.3, 1):
    energies = solution[l][0] if l in solution else solve(l)[0]
    for nr in range(4):
        assert abs(energies[nr] + 1 / (nr + l + 1)**2) < 1e-6

node, wt = np.polynomial.legendre.leggauss(400)
r_grid, r_wt = 100 * (node + 1), 100 * wt
f0, df0 = basis(0, r_grid)
f1, df1 = basis(1, r_grid)
C2 = {}
for n in range(1, 6):
    c0 = solution[0][1][:, n - 1]
    u0, du0 = c0 @ f0, c0 @ df0
    assert abs(np.sum(r_wt * u0**2 / r_grid**2) * n**3 / 2 - 1) < 1e-5
    assert abs(origin_coefficient(0, c0)**2 * n**3 / 4 - 1) < 1e-5
    raised = du0 - u0 / r_grid + u0
    assert abs(np.sum(r_wt * raised**2) - (1 - 1 / n**2)) < 1e-6
    if n > 1:
        c1 = solution[1][1][:, n - 2]
        overlap = np.sum(r_wt * raised * (c1 @ f1))
        assert abs(overlap**2 - (1 - 1 / n**2)) < 1e-6
        C2[n] = origin_coefficient(1, c1)**2
        assert abs(C2[n] / (4 * (n**2 - 1) / (9 * n**5)) - 1) < 1e-5


# ---------- gradient at the origin of full three-dimensional envelopes ----------
def harmonic(l, m, v):
    r = np.linalg.norm(v)
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    return norm * lpmv(k, l, v[2] / r) * np.exp(1j * m * np.arctan2(v[1], v[0]))


def gradient_strength(n, l, q):
    """Sum over m of |q.grad F|^2 at the origin by central differences."""
    h = 1e-5
    c = solution[l][1][:, n - l - 1]
    R = (c @ basis(l, np.array([h]))[0])[0] / h
    total = 0.0
    for m in range(-l, l + 1):
        grad = np.array([R * (harmonic(l, m, h * e) - harmonic(l, m, -h * e)) / (2 * h)
                         for e in np.eye(3)])
        total += abs(q @ grad)**2
    return total


q_test = np.array([0.3 + 0.2j, -0.7, 0.5j])
q_sq = np.sum(abs(q_test)**2)
for n in range(2, 6):
    expected = q_sq * (n**2 - 1) / (3 * pi * n**5)
    assert abs(gradient_strength(n, 1, q_test) / expected - 1) < 1e-4
p_part = gradient_strength(3, 1, q_test)
assert gradient_strength(1, 0, q_test) < 1e-8 * p_part
assert gradient_strength(3, 0, q_test) < 1e-8 * p_part
assert gradient_strength(3, 2, q_test) < 1e-6 * p_part

# ---------- the k sum of the 2p envelope, from its Fourier-Bessel transform ----------
r2, w2 = 30 * (node + 1), 30 * wt
c2p = solution[1][1][:, 0]
u2p = c2p @ basis(1, r2)[0]


def transform(k):
    return np.sum(w2 * r2 * u2p * spherical_jn(1, k * r2))


k_max = 8.0
kn, kw = np.polynomial.legendre.leggauss(200)
k_grid, k_wt = k_max / 2 * (kn + 1), k_max / 2 * kw
k_integral = sum(w * k**3 * transform(k) for k, w in zip(k_grid, k_wt))
k_integral += k_max**4 * transform(k_max)      # leading tail, k^3 * k^-5
from_k_sum = sqrt(4 * pi / 3) * k_integral / (2 * pi**2)
from_origin = sqrt(3 / (4 * pi)) * origin_coefficient(1, c2p)
# The neglected tail is of relative order k_max^-3, about one part in a thousand.
assert abs(from_k_sum / from_origin - 1) < 3e-3
tail_power = np.log2(abs(transform(k_max) / transform(k_max / 2)))
assert abs(tail_power + 5) < 0.1

# ---------- total weight ----------
N = np.arange(2, 20001, dtype=float)
weight_sum = np.sum((N**2 - 1) / N**5)
weight_total = zeta(3) - zeta(5)
assert abs(weight_sum - weight_total) < 1e-8

# ---------- worked example, round model parameters ----------
gap, mass, eps_b, q_len = 2.0, 0.4, 8.0, 1.0
e2 = const.e / (4 * pi * const.epsilon_0) * 1e9             # eV nm
h2m = const.hbar**2 / const.m_e / const.e * 1e18            # eV nm^2
bohr = h2m * eps_b / (mass * e2)                            # nm
rydberg = mass * e2**2 / (2 * h2m * eps_b**2)               # eV


def weight_of(n):
    return (n**2 - 1) / n**5


def line_energy(n):
    return gap - rydberg / n**2


def line_area(n):
    front = 8 * pi * e2 * h2m**2 * q_len**2 / (3 * bohr**5)
    return front * weight_of(n) / line_energy(n)**2


q_axis = np.array([0.0, 0.0, q_len])
for n in range(2, 6):
    energy = gap + rydberg * solution[1][0][n - 2]
    numeric = (4 * pi**2 * e2 * h2m**2 / energy**2
               * 2 * gradient_strength(n, 1, q_axis) / bohr**5)
    assert abs(numeric / line_area(n) - 1) < 1e-4

print(f"Crystal test: forbidden edge, even envelope, relative sum = {dark:.1e}")
print(f"Crystal test: allowed edge, even envelope, relative sum = {bright:.4f}")
print(f"Crystal test: gradient rule, relative error = {gradient_error:.1e}")
print(f"2p k sum over gradient at origin = {from_k_sum / from_origin:.4f}")
print(f"2p amplitude, fitted power of k at large k = {tail_power:.3f}")
print(f"Gap Eg = {gap:.3f} eV")
print(f"Reduced mass = {mass:.2f} m")
print(f"Screening constant = {eps_b:.1f}")
print(f"Coupling |q| = {q_len:.1f}")
print(f"e^2 = {e2:.6f} eV nm")
print(f"hbar^2/m = {h2m:.7f} eV nm^2")
print(f"Exciton Bohr radius a = {bohr:.4f} nm")
print(f"Exciton Rydberg Ry = {1e3 * rydberg:.3f} meV")
for n in range(1, 6):
    print(f"n={n}: E_n = {line_energy(n):.5f} eV, weight = {weight_of(n):.6f}")
for n in range(2, 6):
    print(f"n={n}: C_n^2 from diagonalization = {C2[n]:.7f} (units a^-5)")
for n in range(1, 6):
    print(f"n={n}: line area in eps2 = {1e3 * line_area(n):.5f} meV")
for n in range(3, 6):
    print(f"n={n} over n=2: weight ratio = {weight_of(n) / weight_of(2):.5f}, "
          f"area ratio = {line_area(n) / line_area(2):.5f}")
print(f"Total weight zeta(3)-zeta(5) = {weight_total:.6f}")
print(f"Share of n=2 in total weight = {100 * weight_of(2) / weight_total:.2f} %")
print("OK")
```

Printed output:

```
Crystal test: forbidden edge, even envelope, relative sum = 5.7e-14
Crystal test: allowed edge, even envelope, relative sum = 1.0000
Crystal test: gradient rule, relative error = 2.6e-03
2p k sum over gradient at origin = 0.9992
2p amplitude, fitted power of k at large k = -4.950
Gap Eg = 2.000 eV
Reduced mass = 0.40 m
Screening constant = 8.0
Coupling |q| = 1.0
e^2 = 1.439965 eV nm
hbar^2/m = 0.0761996 eV nm^2
Exciton Bohr radius a = 1.0584 nm
Exciton Rydberg Ry = 85.036 meV
n=1: E_n = 1.91496 eV, weight = 0.000000
n=2: E_n = 1.97874 eV, weight = 0.093750
n=3: E_n = 1.99055 eV, weight = 0.032922
n=4: E_n = 1.99469 eV, weight = 0.014648
n=5: E_n = 1.99660 eV, weight = 0.007680
n=2: C_n^2 from diagonalization = 0.0416667 (units a^-5)
n=3: C_n^2 from diagonalization = 0.0146319 (units a^-5)
n=4: C_n^2 from diagonalization = 0.0065104 (units a^-5)
n=5: C_n^2 from diagonalization = 0.0034133 (units a^-5)
n=1: line area in eps2 = 0.00000 meV
n=2: line area in eps2 = 1.26303 meV
n=3: line area in eps2 = 0.43829 meV
n=4: line area in eps2 = 0.19421 meV
n=5: line area in eps2 = 0.10162 meV
n=3 over n=2: weight ratio = 0.35117, area ratio = 0.34701
n=4 over n=2: weight ratio = 0.15625, area ratio = 0.15376
n=5 over n=2: weight ratio = 0.08192, area ratio = 0.08046
Total weight zeta(3)-zeta(5) = 0.165129
Share of n=2 in total weight = 56.77 %
OK
```
